# How fast does a 10 nm end-cooled filament respond thermally?

## Question

A conducting filament 10 nm long joins the two electrodes of a resistive memory cell. Its thermal diffusivity is $10^{-6}\ \mathrm{m^2/s}$, and it loses heat through its ends. When the heating power changes, how long does the slowest part of the temperature response take? How does this time scale with the length and the material, and how far do imperfect contacts, heat loss through the sides and electrical feedback move it?

## Answer

### The model and its slowest time

Take a uniform filament of length $L$, thermal conductivity $k$ and heat capacity per volume $C$. Both ends are held at the bath temperature, and no heat leaves through the sides. The temperature $T(x,t)$ is uniform over each cross-section. Joule heating supplies a power $q$ per volume, for the present independent of temperature.

The heat flux along the filament is $J=-k\,\partial T/\partial x$. In a slice of thickness $dx$ and cross-section $S$, the stored heat changes by inflow minus outflow plus the heat generated:

$$
C S\,dx\,\frac{\partial T}{\partial t}
=S\,[J(x)-J(x+dx)]+qS\,dx .
$$

Since $J(x)-J(x+dx)=-(\partial J/\partial x)\,dx=k(\partial^2T/\partial x^2)\,dx$, division by $S\,dx$ gives

$$
C\frac{\partial T}{\partial t}=k\frac{\partial^2T}{\partial x^2}+q .
$$

After the power has been set to a new constant value, the temperature approaches a steady profile $T_s(x)$ with $kT_s''+q=0$. Subtracting this equation removes the source. The departure $\theta=T-T_s$ obeys

$$
\frac{\partial\theta}{\partial t}=D\frac{\partial^2\theta}{\partial x^2},
\qquad D=\frac{k}{C},\qquad \theta(0,t)=\theta(L,t)=0 .
$$

The power sets the final profile, but not the rates at which the filament approaches it.

Look for a departure that keeps its shape while it decays, $\theta=X(x)e^{-t/\tau}$. Substitution gives

$$
X''=-\kappa^2X,\qquad \kappa^2=\frac{1}{D\tau}.
$$

The sign is right for decay: multiplying by $X$ and integrating by parts, with $X=0$ at the ends, gives $\kappa^2\int X^2dx=\int X'^2dx>0$. The solution that vanishes at $x=0$ is $X=\sin\kappa x$. The condition at $x=L$ requires $\kappa L=n\pi$, with $n=1,2,\ldots$, so

$$
\tau_n=\frac{L^2}{n^2\pi^2D},\qquad
\boxed{\tau\equiv\tau_1=\frac{L^2}{\pi^2D}} .
$$

The slowest mode is a single half-wave with its maximum in the middle.

For the numbers, it helps that $10^{-6}\ \mathrm{m^2/s}=1\ \mathrm{nm^2/ps}$. Then

$$
\tau=\frac{(10\ \mathrm{nm})^2}{9.87\times1\ \mathrm{nm^2/ps}}
=10.1\ \mathrm{ps}=1.01\times10^{-11}\ \mathrm{s}.
$$

The answer for this model is therefore **about 10 ps**. Direct diagonalization of the heat equation on 300 cells gives the same 10.13 ps as the formula before rounding.

The bare scale $L^2/D$ is 100 ps, ten times too long. The length that enters the decay rate is $1/\kappa=L/\pi\approx3.2$ nm, and its square brings in the factor $\pi^2$. At fixed diffusivity, doubling the filament length multiplies the time by four. At fixed length, halving the diffusivity doubles it, to 20 ps. The cross-section cancels because stored heat and axial conduction are both proportional to it.

### What a temperature measurement would show

A real start excites several modes, so an observed rise or fall time need not equal $\tau$. Suppose uniform heating is switched on in a filament at the bath temperature. Integrating $kT_s''=-q$ twice, with zero rise at both ends, gives the final rise

$$
T_s-T_{\rm bath}=\frac{q}{2k}x(L-x),
$$

whose peak is $qL^2/(8k)$. The initial departure is minus this profile. To expand it in the modes, integrate by parts twice. The boundary terms vanish, and the second derivative of $x(L-x)$ is $-2$:

$$
\int_0^L x(L-x)\sin\kappa_nx\,dx
=\frac{2}{\kappa_n^2}\int_0^L\sin\kappa_nx\,dx
=\frac{2[1-(-1)^n]}{\kappa_n^3},\qquad \kappa_n=\frac{n\pi}{L}.
$$

Even modes are absent. For odd $n$, multiplication by the normalizing factor $2/L$ gives the coefficient $8L^2/(n^3\pi^3)$. Dividing by the midpoint value $L^2/4$ gives $32/(n^3\pi^3)$. With $n=2m+1$ and $\sin(n\pi/2)=(-1)^m$, the fraction of the midpoint rise still missing is

$$
R(t)=\frac{32}{\pi^3}\sum_{m=0}^{\infty}
\frac{(-1)^m}{(2m+1)^3}e^{-(2m+1)^2t/\tau}.
$$

Near $t=\tau$ the second term is smaller than the first by a factor $27e^{8}$, so one term is enough. Setting $R=1/e$ gives

$$
t_{63\%}\simeq\tau\left(1+\ln\frac{32}{\pi^3}\right)=10.5\ \mathrm{ps}.
$$

If the filament instead starts uniformly hot and the power is off, the coefficient of the first mode is $(2/L)\int_0^L\sin(\pi x/L)\,dx=4/\pi$. The midpoint then falls to $1/e$ of its initial excess after

$$
t_{1/e}\simeq\tau\left(1+\ln\frac4\pi\right)=12.6\ \mathrm{ps}.
$$

The decay constant is the same in both cases. The cooling takes longer because the middle stays hot until the cold has diffused in from the ends.

### One cooled end instead of two

"End-cooled" has meant cooled at both ends. If the end at $x=L$ is insulated, its condition becomes $X'(L)=0$. With $X=\sin\kappa x$ this is $\cos\kappa L=0$, whose lowest solution is $\kappa=\pi/(2L)$. Hence

$$
\tau_{\rm one\ end}=\frac{1}{D\kappa^2}=\frac{4L^2}{\pi^2D}=40.5\ \mathrm{ps}.
$$

The insulated end acts as the mid-plane of a filament twice as long, cooled at both ends.

### Imperfect contacts

A boundary between two solids has a finite thermal conductance $G$ per area, so the filament end is hotter than the electrode beside it. Put the origin at the centre of the filament and call the axial coordinate $z$. Heat arriving at the right-hand end must cross the contact:

$$
-kX'(L/2)=G\,X(L/2),\qquad\text{or}\qquad X(L/2)=-l\,X'(L/2),\qquad l=\frac{k}{G}.
$$

A straight line continued from the end of the profile reaches zero at a distance $l$ outside the filament. The slowest mode is symmetric, $X=\cos\kappa z$. Writing $y=\kappa L/2$, the condition becomes

$$
y\tan y=\frac{L}{2l},\qquad 0<y<\frac\pi2,\qquad
\tau_G=\frac{1}{D\kappa^2}=\frac{L^2}{4Dy^2}.
$$

Two limits show how the scaling changes. For a good contact write $y=\pi/2-\delta$, so that $\tan y\simeq1/\delta$. To leading order $\delta=\pi l/L$, and therefore

$$
\tau_G\simeq\tau\left(1+\frac{4l}{L}\right),\qquad l\ll L .
$$

For a poor contact $y$ is small, $\tan y\simeq y$, and $y^2\simeq L/(2l)$. Then

$$
\tau_G\simeq\frac{Ll}{2D}=\frac{CL}{2G},\qquad l\gg L .
$$

This is the heat capacity per area, $CL$, divided by the conductance of two contacts. The time now grows as $L$, not $L^2$, and the filament's own conductivity has dropped out.

Adding the two limiting times gives a convenient estimate,

$$
\tau_G\approx\frac{L^2}{\pi^2D}+\frac{CL}{2G}.
$$

Its largest error, relative to the root of the transcendental equation, was 5.1% in a scan of $L/(2l)$ from $10^{-3}$ to $10^3$.

For numbers take $k=3\ \mathrm{W/(m\,K)}$ and $C=3\ \mathrm{MJ/(m^3K)}$, which give the stated diffusivity. With $G=100\ \mathrm{MW/(m^2K)}$ the extrapolation length is $l=3/10^8\ \mathrm m=30$ nm, three times the filament length. The estimate gives

$$
10.1\ \mathrm{ps}+\frac{10\times30}{2\times1}\ \mathrm{ps}=160\ \mathrm{ps},
$$

and the transcendental equation gives 158 ps. With the other parameters fixed, $G=300$ and $1000\ \mathrm{MW/(m^2K)}$ give 59 and 24 ps. To keep the correction below 10%, the good-contact formula requires $l<L/40=0.25$ nm, or $G$ above about $12\,000\ \mathrm{MW/(m^2K)}$ for this filament. The value of 10 ps thus belongs to nearly ideal contacts.

Heat must also spread out inside each electrode. Model the electrode as a half-space of conductivity $k_e$ receiving a uniform flux $J$ over a disc of radius $a$. A point source of power $P$ on its otherwise insulated surface spreads heat over hemispheres of area $2\pi r^2$, so the temperature rise is $P/(2\pi k_er)$. Summing over rings gives the rise at the disc centre:

$$
\Delta T_e=\int_0^a\frac{J\,2\pi r\,dr}{2\pi k_er}=\frac{Ja}{k_e}.
$$

This has the form of a contact with conductance $k_e/a$, so its extrapolation length is $l_e=ka/k_e$. The estimate applies the centre rise to the whole face and assumes that the electrode adjusts quickly. With $a=2.5$ nm and $k_e=50\ \mathrm{W/(m\,K)}$, $l_e=0.15$ nm. Without any other contact resistance, the time of the main decay becomes 10.7 ps, a change of 6%. The heat stored in a thick electrode disperses without a fixed time constant. It leaves a weak power-law tail, which takes over only after the excess has fallen to about $10^{-4}$ of its initial value. In this example the boundary resistance matters far more than spreading in the electrode.

### Heat loss through the sides

Now embed the filament in material with the same $k$ and $C$, lying between the same electrode planes with the same contact conductance. Let the surroundings be cold at first, and start the filament in its lowest axial mode. The departure can be written as

$$
\theta=\cos(\kappa z)\,e^{-t/\tau_G}\,w(r,t).
$$

The axial second derivative gives $-D\kappa^2=-1/\tau_G$, which the exponential accounts for. What remains is $\partial w/\partial t=D\nabla_\perp^2w$, diffusion in the plane across the filament. Initially $w=1$ for $r<a$ and zero outside. The spreading function for two-dimensional diffusion is $e^{-r^2/(4Dt)}/(4\pi Dt)$, so on the axis

$$
w(0,t)=\int_0^a\frac{e^{-r^2/(4Dt)}}{4\pi Dt}\,2\pi r\,dr
=1-e^{-a^2/(4Dt)} .
$$

The core temperature relative to its initial excess is therefore

$$
F(t)=e^{-t/\tau_G}\left[1-e^{-a^2/(4Dt)}\right].
$$

For ideal contacts, $\tau_G=\tau$ and $F$ reaches $1/e$ after 2.5 ps. For $G=100\ \mathrm{MW/(m^2K)}$ it does so after 3.3 ps, although the axial decay time is 158 ps. The core cools quickly by warming its surroundings, and the contacts then remove that heat slowly. At late times

$$
F(t)\simeq\frac{a^2}{4Dt}\,e^{-t/\tau_G},
$$

so the slow exponential survives in a weak tail. A fast initial drop and a long slowest time are compatible.

Side loss has little effect on the core during a time $\tau$ if $a^2\gg4D\tau$, that is, if $a\gg2L/\pi=6.4$ nm. A radius of 2.5 nm does not meet this condition. The speed-up also depends on cold surroundings: a long heating pulse warms them, and the core then loses heat to them more slowly.

### Electrical feedback

If the resistivity depends on temperature, the heating changes as the filament warms. Consider a fixed current density $j$, ideal contacts and insulated sides. Let $\vartheta$ be the rise above the bath, and use the linear law $\rho=\rho_0(1+\alpha\vartheta)$. Then

$$
C\frac{\partial\vartheta}{\partial t}=k\frac{\partial^2\vartheta}{\partial x^2}
+j^2\rho_0(1+\alpha\vartheta).
$$

Subtracting the steady equation leaves an extra term $j^2\rho_0\alpha\theta$ for the departure. For the lowest sine mode,

$$
\frac1{\tau_{\rm fb}}=\frac{\pi^2D}{L^2}-\frac{j^2\rho_0\alpha}{C}.
$$

It is easier to judge the current by the peak rise it would cause without feedback, $\Delta T_0=j^2\rho_0L^2/(8k)$. Then $j^2\rho_0\alpha/C=8D\alpha\Delta T_0/L^2$, and

$$
\tau_{\rm fb}=\frac{\tau}{1-8\alpha\Delta T_0/\pi^2}.
$$

With $\alpha=0.008\ \mathrm{K^{-1}}$ and $\Delta T_0=20$ K, the subtraction is $8\times0.16/9.87=0.13$. The time rises to $10.1/0.87=11.6$ ps.

For positive $\alpha$ the response slows as the current rises. At $\Delta T_0=\pi^2/(8\alpha)=154$ K the restoring rate vanishes, and beyond it the linear model runs away. This value is the rise without feedback. The actual steady rise grows without limit as it is approached, so the linear resistivity law fails before that point. For negative $\alpha$ the response at constant current becomes faster. At constant voltage the current itself changes, and this formula does not apply. Once the current is off, this feedback is absent.

Imperfect contacts make the filament more sensitive to feedback. The extra term is the same for every mode, so it now subtracts from the smaller rate $1/\tau_G$:

$$
\frac1{\tau_{\rm fb}}=\frac1{\tau_G}-\frac{j^2\rho_0\alpha}{C}.
$$

The current chosen above subtracts $8\times0.16/100=0.0128\ \mathrm{ps^{-1}}$. For $G=300\ \mathrm{MW/(m^2K)}$ the rate without feedback is $0.0171\ \mathrm{ps^{-1}}$, and the time rises from 59 to about 230 ps. The steady rise in the linear model is then about 400 K, too large for the linear law to be trusted, so this number shows a trend only. For $G=100\ \mathrm{MW/(m^2K)}$ the rate is only $0.0063\ \mathrm{ps^{-1}}$, and the linear model runs away.

### Is diffusion a fair description?

For carriers of heat with speed $v$ and mean free path $\lambda$, the kinetic estimate is $D=v\lambda/3$. A rough $v=5$ km/s, or 5 nm/ps, gives

$$
\lambda=\frac{3D}{v}=0.6\ \mathrm{nm},\qquad \frac{\lambda}{v}=0.12\ \mathrm{ps}.
$$

The path is 6% of the filament length, and the flight time is about 1% of $\tau$. Diffusion along the filament is therefore a reasonable estimate, though not a precise one. Even a contact that lets every carrier through leaves an extrapolation length of about $2\lambda/3=0.4$ nm, which lengthens the slowest time by 15 to 20%. The conductance of $12\,000\ \mathrm{MW/(m^2K)}$ found above is thus out of reach for these carriers, and the 10 ps is an idealized limit. Diffusion is less secure across the filament, where $\lambda/a=0.24$. A single mean free path also hides any spread among the carriers.

### Comparison with a memory cell

The parameters are rough values for an oxygen-deficient filament in SrTiO$_3$. The conductivity of 3 W/(m K) assumes that defects have lowered it from a bulk value of roughly 10 W/(m K) near room temperature; the bulk value would shorten the ideal time to about 3 ps. The kinetic estimate then gives a mean free path of 2 nm, and the extrapolation length of even fully transmitting contacts would keep the time near 5 ps. A length of 10 nm represents a thin cell. At the same diffusivity, 100 nm would give about 1 ns. Without feedback, contact conductances of 100 to 300 MW/(m$^2$ K), a plausible rough range for solid boundaries, raise the slowest time to between 160 and 60 ps. With such contacts and insulated sides, the current used in the feedback example already causes a much longer time or runaway in the linear model. The 20 K rise used there belongs to ideal contacts and insulated sides. Half of the generated heat, $qL/2$ per area, crosses each contact and adds $qL/(2G)$ to the rise. At the same current, still without feedback and with insulated sides, contacts with $G=300$ and $100\ \mathrm{MW/(m^2K)}$ would thus give peak rises of 100 and 260 K.

Insulated sides are a strong assumption here. In wide surroundings that conduct as well as the filament, side loss does more than shorten the early cooling of the core, which takes about 3 ps if the surroundings start cold. It also holds the steady rise at this current to about 10 K for these two contacts, and the linear model then does not run away. Thermally assisted switching can involve rises of hundreds of kelvin, where constant $k$, $C$ and $\alpha$ are doubtful.

None of these times is a switching time. Switching also requires ions to move and the circuit to deliver the pulse. A 1 ns pulse lasts about 100 ideal thermal times, but only about six when $G=100\ \mathrm{MW/(m^2K)}$ and feedback is negligible. With insulated sides, the filament temperature can thus be treated as steady during most of a pulse only if the pulse is long compared with the time that includes the contacts. Slow warming of the electrodes must be negligible too. With side loss, the warming of the surroundings also has to be nearly complete. The main parameters are listed in the numerical output below.

## Table of computed values

```
Filament length: 10.0 nm
Filament radius: 2.5 nm
Filament conductivity (rough): 3.0 W/(m K)
Heat capacity per volume (rough): 3.0 MJ/(m^3 K)
Diffusivity: 1.00e-06 m^2/s
Diffusivity: 1.000 nm^2/ps
Bare scale L^2/D: 100.0 ps
Slowest time, both ends cooled, formula: 10.132 ps
Slowest time, both ends cooled, numerical: 10.132 ps
Slowest time, both ends cooled: 1.013e-11 s
Second mode time: 2.533 ps
Slowest time, one end cooled: 40.53 ps
Midpoint 63% heating time: 10.45 ps
Midpoint 1/e cooling time, uniform start: 12.58 ps
Slowest time if diffusivity halves: 20.26 ps
Contact G = 100 MW/(m^2 K): l = 30.0 nm, slowest time = 158.4 ps, sum estimate = 160.1 ps
Contact G = 300 MW/(m^2 K): l = 10.0 nm, slowest time = 58.6 ps, sum estimate = 60.1 ps
Contact G = 1000 MW/(m^2 K): l = 3.0 nm, slowest time = 24.0 ps, sum estimate = 25.1 ps
Largest error of sum estimate in scan: 5.1 %
Electrode conductivity (rough): 50 W/(m K)
Electrode extrapolation length: 0.15 nm
Slowest time with electrode spreading: 10.75 ps
Core 1/e time with side loss, ideal contacts: 2.47 ps
Core 1/e time with side loss, G = 100 MW/(m^2 K): 3.32 ps
Resistivity coefficient (rough): 0.008 1/K
Chosen peak rise without feedback: 20 K
Constant-current time with feedback: 11.64 ps
Runaway value of no-feedback peak rise: 154 K
Heat-carrier speed (rough): 5.0 km/s
Heat-carrier mean free path: 0.60 nm
Mean free path / filament length: 0.060 (no unit)
Heat-carrier flight time: 0.12 ps
```
